\section*{Vinylsilane Branching in the Chalk–Harrod and Modified Chalk–Harrod Cycles, part 1}

(Sections cited here and not found follow in the second part.)

\section{Bond changes and the steady-state derivation}

\subsection{Definitions and conventions}

Let M be a metal fragment with one metal atom, E ethylene, and S a tertiary silane HSiR$_3$, whose three groups R take no part in the reaction. Ethylsilane means C$_2$H$_5$SiR$_3$, and vinylsilane means CH$_2$=CHSiR$_3$. Square brackets denote concentrations in mol/L. The catalyst passes through these states:
\begin{align*}
\mathrm{A}&=\mathrm{M(H)(SiR_3)}, &
\mathrm{P}&=\mathrm{M(SiR_3)(CH_2CH_3)},\\
\mathrm{Q}&=\mathrm{M(H)(CH_2CH_2SiR_3)}, &
\mathrm{V}&=\mathrm{M(H)_2(CH_2{=}CHSiR_3)},\\
\mathrm{D}&=\mathrm{M(H)_2}, &
\mathrm{M}&=\text{the bare fragment}.
\end{align*}
In the Chalk--Harrod cycle ethylene inserts into the M--H bond of A and gives P. In the modified cycle it inserts into the M--Si bond and gives Q. The ethylene complex that precedes insertion is assumed to hold a negligible share of the catalyst. Binding and insertion are then written as one step, first order in ethylene. The steps and their rate constants are
\begin{align*}
\mathrm{M+S}&\rightleftharpoons\mathrm{A} &&(k_o,\;k_{-o}),\\
\mathrm{A+E}&\rightleftharpoons\mathrm{P} &&(k_H,\;k_{-H}),\\
\mathrm{P}&\to\mathrm{M}+\text{ethylsilane} &&(r_P),\\
\mathrm{A+E}&\rightleftharpoons\mathrm{Q} &&(k_s,\;k_{-s}),\\
\mathrm{Q}&\to\mathrm{M}+\text{ethylsilane} &&(r_0),\\
\mathrm{Q+S}&\to\mathrm{A}+\text{ethylsilane} &&(r_1),\\
\mathrm{Q}&\rightleftharpoons\mathrm{V} &&(k_\beta,\;k_{-\beta}),\\
\mathrm{V}&\to\mathrm{D}+\text{vinylsilane} &&(d),\\
\mathrm{D+E}&\to\mathrm{M}+\text{ethane} &&(k_e),\\
\mathrm{D}&\to\mathrm{M+H_2} &&(k_g).
\end{align*}
Steps with a dissolved reactant have constants in L/mol/s; the others have constants in 1/s. The step with constant $r_1$ is C--H elimination helped by an incoming silane. It is a model assumption, and its consequences are separated below from those of the unassisted scheme. The two ways of eliminating ethylsilane from Q add up to
\begin{equation}
r_Q=r_0+r_1[\mathrm S]. \label{rq}
\end{equation}

The quantity sought is the fraction of vinylsilane among the silylated products as they form,
\begin{equation}
F=\frac{v_V}{v_V+v_E}, \label{fdef}
\end{equation}
where $v_V$ and $v_E$ are the rates of forming vinylsilane and ethylsilane per catalyst molecule. Ethane and hydrogen contain no silicon and are not counted in $F$.

\subsection{Which insertion can lead to vinylsilane}

Both cycles make ethylsilane, but they do not each have a branch to vinylsilane. This follows from the order in which the bonds are made and broken.

After M--H insertion, the state P has an ethyl group and a silyl group on the metal, with no bond between them. Beta-hydrogen elimination moves a hydrogen from the methyl carbon to the metal and restores A with ethylene. The only step available to P that joins carbon to silicon is reductive elimination. That step breaks the M--C bond as it makes the C--Si bond, so the ethylsilane leaves as a free molecule. No metal alkyl is left from which a hydrogen could be eliminated.

After M--Si insertion, the order is different. In Q the C--Si bond already exists while the other carbon is still bound to the metal. The carbon in the beta position carries both the silyl group and two hydrogens. Transfer of one of these hydrogens to the metal gives V, which holds vinylsilane. Transfer of the metal hydride to the alpha carbon, which is C--H reductive elimination, gives ethylsilane instead. M--Si insertion thus permits vinylsilane without requiring it.

The statement applies to insertion, beta elimination, reductive elimination and alkene dissociation, starting from A and one ethylene. An enumeration of all states reachable by these bond changes gave ethylene and ethylsilane when insertion was restricted to M--H. When insertion was restricted to M--Si, with beta-hydrogen elimination still allowed, it gave the same two molecules and vinylsilane. A catalyst that later activates a C--H bond of free ethylsilane lies outside the statement.

\subsection{Balances for the two alkyl states}

Let $p_A$, $p_P$ and so on be the fractions of catalyst in each state. In the steady state each is constant, so the rate of entering a state equals the rate of leaving it. The state P is entered by M--H insertion and left by beta-hydrogen elimination or C--Si elimination:
\begin{equation}
k_H[\mathrm E]p_A=(k_{-H}+r_P)p_P
\quad\Longrightarrow\quad
p_P=\frac{k_H[\mathrm E]}{k_{-H}+r_P}\,p_A. \label{pp}
\end{equation}
Ethylsilane leaves this state at the rate
\begin{equation}
r_Pp_P=\kappa_H[\mathrm E]p_A,\qquad
\kappa_H=\frac{k_Hr_P}{k_{-H}+r_P}. \label{kappa}
\end{equation}
The factor $r_P/(k_{-H}+r_P)$ is the chance that P goes forward before it returns to A. The constant $\kappa_H$ therefore counts productive M--H insertions, whereas $k_H$ counts all of them.

For V the balance is
\begin{equation}
k_\beta p_Q=(k_{-\beta}+d)p_V
\quad\Longrightarrow\quad
p_V=\frac{k_\beta}{k_{-\beta}+d}\,p_Q. \label{pv}
\end{equation}
The rate of vinylsilane formation is then
\begin{equation}
v_V=d\,p_V=b\,p_Q,\qquad
b=\frac{k_\beta d}{k_{-\beta}+d}. \label{b}
\end{equation}
If loss of vinylsilane is fast, $d\gg k_{-\beta}$, then $b$ tends to $k_\beta$ and every beta-hydrogen elimination from Q delivers the product. If loss is slow, $b$ tends to $(k_\beta/k_{-\beta})d$: Q and V equilibrate, and departure of vinylsilane sets the rate.

The state Q is entered from A and V. Its balance is
\begin{equation}
k_s[\mathrm E]p_A+k_{-\beta}p_V=(k_{-s}+r_Q+k_\beta)p_Q. \label{qbal}
\end{equation}
Insert (\ref{pv}) and move the V term to the right. The two terms containing $k_\beta$ combine as
\begin{equation}
k_\beta-\frac{k_\beta k_{-\beta}}{k_{-\beta}+d}
=\frac{k_\beta(k_{-\beta}+d-k_{-\beta})}{k_{-\beta}+d}=b. \label{combine}
\end{equation}
Hence
\begin{equation}
p_Q=\frac{k_s[\mathrm E]}{\Sigma}\,p_A,\qquad
\Sigma=k_{-s}+r_Q+b. \label{pq}
\end{equation}
The sum $\Sigma$ contains the three net exits from Q: return to A, ethylsilane and vinylsilane.

\subsection{The vinylsilane fraction}

The product rates follow from (\ref{kappa}), (\ref{b}) and (\ref{pq}):
\begin{align}
v_V&=\frac{k_sb}{\Sigma}[\mathrm E]p_A, \label{vv}\\
v_E&=r_Pp_P+r_Qp_Q
=\left(\kappa_H+\frac{k_sr_Q}{\Sigma}\right)[\mathrm E]p_A. \label{ve}
\end{align}
Both contain $[\mathrm E]p_A$, which cancels in (\ref{fdef}). Multiplying numerator and denominator by $\Sigma$ gives
\begin{equation}
\boxed{F=\frac{k_sb}{\kappa_H\Sigma+k_s(r_Q+b)}}. \label{F}
\end{equation}

If M--H insertion makes no product, $\kappa_H=0$ and $F=b/(r_Q+b)$. This limit is below one whenever Q can eliminate ethylsilane. If M--Si insertion is absent, $k_s=0$ and $F=0$. If return from Q to A is fast, $\Sigma$ is large, and the M--H route gains weight because many M--Si insertions are undone.

Ethylene does not appear in (\ref{F}). At fixed silane concentration, excess ethylene changes the turnover rate in this model but leaves the selectivity unchanged. The reason is that both insertions are first order in ethylene and no later competition involves it. An ethylene-assisted elimination or a second insertion would remove this cancellation.

Silane enters through $r_Q$ alone. Separating the part of the denominator that contains it, we have
\begin{align}
\kappa_H\Sigma+k_s(r_Q+b)&=N_0+r_1(\kappa_H+k_s)[\mathrm S], \label{split}\\
N_0&=\kappa_H(k_{-s}+r_0+b)+k_s(r_0+b). \notag
\end{align}
Division by $N_0$ yields
\begin{equation}
F=\frac{F_0}{1+[\mathrm S]/S_{1/2}},\quad
F_0=\frac{k_sb}{N_0},\quad
S_{1/2}=\frac{N_0}{r_1(\kappa_H+k_s)}. \label{half}
\end{equation}
At $[\mathrm S]=S_{1/2}$ the fraction is half its value at vanishing silane. Scarce silane favours vinylsilane here because it slows the assisted elimination from Q. With $r_1=0$ this dependence disappears too.

\subsection{Why the faster insertion need not carry the product}

The rate constants of the example follow from free-energy barriers through
\begin{equation}
k=\frac{k_BT}{h}\exp\left(-\frac{\Delta G^\ddagger}{RT}\right), \label{eyring}
\end{equation}
with a standard concentration of 1 mol/L and a transmission factor of one. Here $k_B$ and $h$ are the Boltzmann and Planck constants. When $k_{-H}\gg r_P$, equation (\ref{kappa}) becomes
\begin{equation}
\kappa_H\simeq\frac{k_Hr_P}{k_{-H}}
=\frac{k_BT}{h}\exp\left(-\frac{G_H-G_{-H}+G_P}{RT}\right), \label{ch}
\end{equation}
where $G_H$, $G_{-H}$ and $G_P$ are the barriers belonging to $k_H$, $k_{-H}$ and $r_P$. If the insertion transition state is raised while A and P keep their energies, $G_H$ and $G_{-H}$ rise equally and cancel. What matters is the height of the C--Si elimination transition state above A and free ethylene.

The example takes $T=353$ K and barriers of 62, 64 and 86 kJ/mol for these three steps. The effective barrier is $62-64+86=84$ kJ/mol, against 78 kJ/mol for M--Si insertion. M--H insertion is 233 times faster than M--Si insertion, yet its productive constant is smaller:
\begin{equation}
\kappa_H=\frac{4925\times1.384}{2492+1.384}=2.73\ \mathrm{L/mol/s},
\qquad k_s=21.1\ \mathrm{L/mol/s}.
\end{equation}
P returns to A about 1800 times for each C--Si elimination.

Changing both M--H insertion barriers by $-10$ or $+10$ kJ/mol, with all else fixed, leaves $F$ at 18.4\%. Raising them by 25 kJ/mol gives 20.1\%. In that last case return from P is no longer fast compared with elimination. The insertion itself then becomes the main limit on the M--H route, $\kappa_H$ falls, and $F$ rises according to (\ref{F}).

\subsection{Populations and turnover}

The remaining balances fix the absolute rate. D is fed by vinylsilane loss and emptied by hydrogenation or hydrogen loss:
\begin{equation}
p_D=\frac{b\,p_Q}{k_g+k_e[\mathrm E]}. \label{pd}
\end{equation}
The bare fragment is fed by silane loss from A, by the two unassisted eliminations and by D. Since the outflow from D equals $bp_Q$,
\begin{equation}
p_M=\frac{k_{-o}p_A+r_Pp_P+(r_0+b)p_Q}{k_o[\mathrm S]}. \label{pm}
\end{equation}
The assisted elimination is absent from (\ref{pm}) because it leads directly to A. The balance for A adds nothing new, since the six balances sum to zero. With all populations expressed through $p_A$, their sum is set to one. The turnover frequency, counted as silylated molecules per catalyst and second, is
\begin{equation}
v=r_Pp_P+(r_Q+b)p_Q. \label{tof}
\end{equation}

At $[\mathrm E]=2$ mol/L and $[\mathrm S]=1$ mol/L, P holds 76\% of the catalyst, A 19\% and Q 4.6\%. Equation (\ref{tof}) gives 9.2 per second. Although P is the most populated state, it supplies only 14\% of the ethylsilane. A large population with a slow exit can contribute less than a small one with a fast exit, so the observed resting state does not identify the productive insertion.

\section{The path derivation, comparison and worked example}

\subsection{Symbols and results carried over}

The catalyst states are the bare fragment M, the hydrido silyl complex A, the ethyl complex P from M--H insertion, the silylethyl complex Q from M--Si insertion, the vinylsilane complex V and the dihydride D. Insertion and return have constants $k_H,k_{-H}$ for P and $k_s,k_{-s}$ for Q. P eliminates ethylsilane with constant $r_P$, and Q does so with $r_Q=r_0+r_1[\mathrm S]$. Q and V interconvert with $k_\beta,k_{-\beta}$, and V loses vinylsilane with constant $d$. D reacts with ethylene with constant $k_e$ or loses hydrogen with constant $k_g$. The first derivation gave
\begin{equation}
F=\frac{k_sb}{\kappa_H\Sigma+k_s(r_Q+b)}
=\frac{F_0}{1+[\mathrm S]/S_{1/2}}, \label{recall}
\end{equation}
with
\begin{equation}
\kappa_H=\frac{k_Hr_P}{k_{-H}+r_P},\quad
b=\frac{k_\beta d}{k_{-\beta}+d},\quad
\Sigma=k_{-s}+r_Q+b. \label{recall2}
\end{equation}
$F_0$ is the fraction at vanishing silane, and $S_{1/2}$ is the silane concentration that halves it.

Within the steps considered, only M--Si insertion can lead to vinylsilane, and the steady-state balances have given the vinylsilane fraction $F$ and the turnover frequency. What remains is to derive $F$ again by following one catalyst molecule, to compare the assumptions of the two derivations, and to work through the selectivity, a batch reaction and the effects left out.
